**Equal Kato cusps, different contact densities in helium**

The program shows that helium functions ψ = exp[−Z(r1+r2)] exp[J(r12)] with J(0) = 0 and J′(0) = 1/2 satisfy both Kato conditions and still give widely different contact densities D = ⟨δ(r12)⟩. Here Z = 2, r1 and r2 are the electron–nucleus distances, r12 is the electron separation, and b, A and w are the parameters of J. The program asserts the cusps by angular averaging of the Cartesian wavefunction, and compares the one-dimensional formulas for D and the energy with three-dimensional quadrature. It also asserts the growth law of D with b, its two limits, the energy cost of a narrow Gaussian factor, and the singlet spin factor. In the output, D rises from 0.0887 to 0.315 bohr⁻³ between b = 0 and b = 100 bohr⁻¹, and two functions of equal energy differ in D by a factor of 1.81. A Gaussian factor of width 10⁻⁴ bohr doubles D for about 10⁻⁵ hartree. A 70-term Hylleraas expansion, nonrelativistic and with a fixed nucleus, gives D ≈ 0.107 bohr⁻³ as reference, although its electron–electron cusp is not exact.

## Check in Python

```python
"""
Result under test: helium functions psi = exp(-Z(r1+r2)) exp(J(r12)) with
J(0)=0, J'(0)=1/2 all obey both Kato cusp conditions exactly, yet their
contact densities D = <delta(r12)> differ widely. With u = r12, x = 2 Z u:
  D = 1/(4 pi I),  I = integral u^2 exp(-x)(1+x+x^2/3) exp(2J) du
  E = -Z^2 + < 1/u + J'(u)^2 >
J(u) = u/(2(1+b u)) + A (exp(-u^2/w^2) - 1); b, A, w are free parameters.
Reference: Hylleraas expansion in s=r1+r2, t=r1-r2, u (fixed nucleus,
nonrelativistic). Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

Z = 2.0

# One-dimensional graded grid in u, fine enough for very narrow features
edges = np.concatenate(([0.0], np.geomspace(1e-6, 20.0, 27)))
gl_x, gl_w = np.polynomial.legendre.leggauss(20)
half = np.diff(edges) / 2
U = ((edges[:-1] + half)[:, None] + half[:, None] * gl_x).ravel()
WU = (half[:, None] * gl_w).ravel()
X = 2 * Z * U
PAIR = U**2 * np.exp(-X) * (1 + X + X**2 / 3)


def jastrow(u, b, A=0.0, w=1.0):
    return u / (2 * (1 + b * u)) + A * np.expm1(-(u / w)**2)


def jastrow_slope(u, b, A=0.0, w=1.0):
    return 0.5 / (1 + b * u)**2 - 2 * A * u / w**2 * np.exp(-(u / w)**2)


def radial_results(b, A=0.0, w=1.0):
    """Norm integral I, contact density D and energy E from 1D formulas."""
    weight = WU * PAIR * np.exp(2 * jastrow(U, b, A, w))
    norm = weight.sum()
    mean = np.sum(weight * (1 / U + jastrow_slope(U, b, A, w)**2)) / norm
    return norm, 1 / (4 * np.pi * norm), -Z**2 + mean


def contact(b, A=0.0, w=1.0):
    return radial_results(b, A, w)[1]


def energy(b, A=0.0, w=1.0):
    return radial_results(b, A, w)[2]


# Cusps measured on the Cartesian wavefunction by angular averaging
def psi_cartesian(r1, r2, pars):
    d1 = np.linalg.norm(r1, axis=-1)
    d2 = np.linalg.norm(r2, axis=-1)
    d12 = np.linalg.norm(r1 - r2, axis=-1)
    return np.exp(-Z * (d1 + d2) + jastrow(d12, *pars))


def measured_cusps(pars):
    width = pars[2] if len(pars) == 3 else 1.0
    eps = 1e-3 * min(1.0, width, 1 / max(pars[0], 1.0))
    directions = np.stack([np.sqrt(1 - gl_x**2), 0 * gl_x, gl_x], axis=1)
    centre = np.array([0.0, 0.0, 0.7])

    def average(radius, kind):
        d = radius * directions
        if kind == "nucleus":
            values = psi_cartesian(d, centre + 0 * d, pars)
        else:
            values = psi_cartesian(centre + d / 2, centre - d / 2, pars)
        return np.sum(gl_w * values) / 2

    slopes = []
    for kind in ("nucleus", "electron"):
        value = average(0.0, kind)
        slope = 4 * average(eps / 2, kind) - average(eps, kind) - 3 * value
        slopes.append(slope / (eps * value))
    return slopes


# Three-dimensional quadrature over s, u = s*x, t = u*y
def grid3d(zeta):
    lx, lw = np.polynomial.laguerre.laggauss(32)
    qx, qw = np.polynomial.legendre.leggauss(16)
    qx, qw = (qx + 1) / 2, qw / 2
    s1 = lx / (2 * zeta)
    ws1 = lw * np.exp(lx) / (2 * zeta)
    s, x, y = [a.ravel() for a in np.meshgrid(s1, qx, qx, indexing="ij")]
    ws, wx, wy = [a.ravel() for a in np.meshgrid(ws1, qw, qw, indexing="ij")]
    u = s * x
    t = u * y
    vol = 2 * np.pi**2 * u * (s**2 - t**2) * ws * wx * wy * s * u
    r1, r2 = (s + t) / 2, (s - t) / 2
    cos1 = (r1**2 + u**2 - r2**2) / (2 * r1 * u)
    cos2 = (r2**2 + u**2 - r1**2) / (2 * r2 * u)
    potential = -Z / r1 - Z / r2 + 1 / u
    return s1, ws1, s, t, u, vol, cos1, cos2, potential


def full_quadrature(b):
    s1, ws1, s, t, u, vol, cos1, cos2, pot = grid3d(Z)
    density = vol * np.exp(-2 * Z * s + 2 * jastrow(u, b))
    slope = jastrow_slope(u, b)
    kinetic = Z**2 + slope**2 - Z * slope * (cos1 + cos2)
    norm = density.sum()
    coal = np.pi / 2 * np.sum(ws1 * s1**2 * np.exp(-2 * Z * s1))
    return coal / norm, np.sum(density * (kinetic + pot)) / norm


def hylleraas(order, zeta=1.8):
    """Variational reference: size, energy, contact, mean cusp, virial."""
    s1, ws1, s, t, u, vol, cos1, cos2, pot = grid3d(zeta)
    powers = [(l, m, n) for l in range(order + 1)
              for m in range(0, order + 1, 2)
              for n in range(order + 1) if l + m + n <= order]
    f, fs, ft, fu = [], [], [], []
    decay = np.exp(-zeta * s)
    for l, m, n in powers:
        f.append(s**l * t**m * u**n * decay)
        fs.append((l * s**max(l - 1, 0) - zeta * s**l) * t**m * u**n * decay)
        ft.append(m * s**l * t**max(m - 1, 0) * u**n * decay)
        fu.append(n * s**l * t**m * u**max(n - 1, 0) * decay)
    root = np.sqrt(vol)[:, None]
    f, fs, ft, fu = [root * np.array(a).T for a in (f, fs, ft, fu)]
    scale = 1 / np.linalg.norm(f, axis=0)
    triangular = np.linalg.qr(f * scale, mode="r")
    change = scale[:, None] * np.linalg.inv(triangular)
    f, fs, ft, fu = [a @ change for a in (f, fs, ft, fu)]
    kin = np.zeros((len(powers), len(powers)))
    for g, c in ((fs + ft, cos1), (fs - ft, cos2)):
        cross = g.T @ (c[:, None] * fu)
        kin += 0.5 * (g.T @ g + fu.T @ fu + cross + cross.T)
    potm = f.T @ (pot[:, None] * f)
    # remove the small residual non-orthogonality left by rounding
    val, vec = np.linalg.eigh(f.T @ f)
    ortho = vec / np.sqrt(val)
    ham = ortho.T @ (kin + potm) @ ortho
    levels, states = np.linalg.eigh((ham + ham.T) / 2)
    c = ortho @ states[:, 0]
    virial = -(c @ potm @ c) / (c @ kin @ c)
    c = change @ c
    value = np.zeros_like(s1)
    slope = np.zeros_like(s1)
    for coef, (l, m, n) in zip(c, powers):
        if m == 0 and n == 0:
            value += coef * s1**l * np.exp(-zeta * s1)
        if m == 0 and n == 1:
            slope += coef * s1**l * np.exp(-zeta * s1)
    coal = np.sum(ws1 * s1**2 * value**2)
    cusp = np.sum(ws1 * s1**2 * value * slope) / coal
    return len(powers), levels[0], np.pi / 2 * coal, cusp, virial


# Tests: exact cusps for very different functions
A_DOUBLE = np.log(2) / 2
cusp_cases = [(0.0,), (0.2,), (1.0,), (10.0,), (100.0,),
              (0.2, 2.0, 1.0), (0.2, -2.0, 1.0), (0.2, A_DOUBLE, 1e-3)]
cusp_values = np.array([measured_cusps(p) for p in cusp_cases])
cusp_error = np.abs(cusp_values - np.array([-Z, 0.5])).max()
assert cusp_error < 1e-4

# Tests: one-dimensional formulas against full quadrature
for b in (0.0, 0.2, 1.0):
    d3, e3 = full_quadrature(b)
    assert abs(contact(b) / d3 - 1) < 1e-5
    assert abs(energy(b) - e3) < 1e-5

# Tests: limits and derivative law
assert abs(contact(0.0) - 243 / (872 * np.pi)) < 1e-10
assert abs(contact(1e4) * np.pi - 1) < 1e-3
for b in (0.1, 1.0, 5.0):
    step = 1e-4
    numeric = np.log(contact(b + step) / contact(b - step)) / (2 * step)
    weight = WU * PAIR * np.exp(2 * jastrow(U, b))
    law = np.sum(weight * U**2 / (1 + b * U)**2) / weight.sum()
    assert abs(numeric / law - 1) < 1e-5

# Energy optimum and a pair of functions with equal energy
b_best = minimize_scalar(energy, bounds=(0.0, 2.0), method="bounded",
                         options={"xatol": 1e-8}).x
assert energy(b_best) < min(energy(0.0), energy(2.0))
b_partner = brentq(lambda b: energy(b) - energy(0.0), b_best, 100.0)
assert abs(energy(b_partner) - energy(0.0)) < 1e-9
assert contact(b_partner) > 1.2 * contact(0.0)

# Chosen contact densities reached with the cusps untouched
targets = []
for target in (0.01, 1.0):
    A = brentq(lambda a: np.log(contact(b_best, a) / target), -10, 40)
    slopes = measured_cusps((b_best, A, 1.0))
    assert np.allclose(slopes, [-Z, 0.5], atol=1e-4)
    targets.append((target, A, energy(b_best, A)))

# Narrow factor: contact doubled, energy cost proportional to the width
f_slope = -2 * U * A_DOUBLE * np.exp(-U**2 + A_DOUBLE * np.exp(-U**2))
C = 4 * np.pi * np.sum(WU * U**2 * f_slope**2)
narrow = []
for w in (1e-1, 1e-2, 1e-3, 1e-4):
    ratio = contact(b_best, A_DOUBLE, w) / contact(b_best)
    cost = energy(b_best, A_DOUBLE, w) - energy(b_best)
    narrow.append((w, ratio, cost))
assert abs(narrow[-1][1] - 2) < 1e-5
assert abs(narrow[-1][2] / (1e-4 * C * contact(b_best)) - 1) < 1e-2

# Reference calculation and its convergence
reference = [(order,) + hylleraas(order) for order in (3, 5, 7)]
E_ref, D_ref, cusp_ref, virial_ref = reference[-1][2:]
assert reference[0][2] > reference[1][2] > reference[2][2]
assert abs(reference[1][2] - E_ref) < 1e-4
assert abs(reference[1][3] / D_ref - 1) < 5e-3
assert abs(virial_ref - 2) < 1e-4
low_error = abs(reference[0][3] / D_ref - 1)
assert abs(reference[0][4] - 0.5) > 0.01
assert low_error < 0.2 * abs(contact(1.0) / D_ref - 1)

# Singlet spin factor and the sum of the two contact terms
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
spin_dot = sum(np.kron(p, p) for p in pauli) / 4
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
s1s2 = (singlet @ spin_dot @ singlet).real
contact_factor = -1 - 8 / 3 * s1s2
assert abs(contact_factor - 1) < 1e-12
alpha = constants.fine_structure
to_cm = constants.value("hartree-inverse meter relationship") / 100


def breit_cm(D):
    return contact_factor * np.pi * alpha**2 * D * to_cm


print(f"Z = {Z:.0f}; D in bohr^-3, E in hartree, b in bohr^-1")
print(f"largest cusp deviation, all cases: {cusp_error:.1e} bohr^-1")
print("b, I (bohr^3), D, E, D/D_ref, contact energy (cm^-1):")
for b in (0.0, b_best, b_partner, 1.0, 10.0, 100.0):
    I, D, E = radial_results(b)
    print(f" {b:8.4f} {I:.5f} {D:.5f} {E:.5f} {D/D_ref:.3f}"
          f" {breit_cm(D):.3f}")
print(f"energy-optimal b = {b_best:.4f} bohr^-1")
print(f"partner of b=0 at equal energy: b = {b_partner:.4f} bohr^-1")
print(f"D(partner)/D(b=0) = {contact(b_partner)/contact(0.0):.3f}")
print(f"D(b=100)/D(b=0) = {contact(100.0)/contact(0.0):.3f}")
print(f"limit b->infinity: D = {Z**3/(8*np.pi):.5f} bohr^-3")
print("chosen D (bohr^-3), A, E (hartree); w = 1 bohr, optimal b:")
for target, A, E in targets:
    print(f" {target:.2f} {A:.4f} {E:.4f}")
print(f"narrow factor: A = {A_DOUBLE:.5f}, C = {C:.5f} bohr^2 hartree")
print("w (bohr), D/D(optimal b), energy change (hartree):")
for w, ratio, cost in narrow:
    print(f" {w:.0e} {ratio:.6f} {cost:.3e}")
print("leading energy cost of doubling the reference contact,")
print(f" w = 1e-4 bohr: {1e-4*C*D_ref:.3e} hartree")
print("Hylleraas order, terms, E (hartree), D (bohr^-3), e-e cusp:")
for order, terms, E, D, cusp, virial in reference:
    print(f" {order} {terms:3d} {E:.6f} {D:.5f} {cusp:.4f}")
print(f"reference virial ratio -V/T = {virial_ref:.6f}")
print(f"order-3 contact error: {100*low_error:.2f} percent")
print(f"optimal-b contact error: {100*(contact(b_best)/D_ref-1):.2f} percent")
print(f"singlet s1.s2 = {s1s2:.2f}, contact factor = {contact_factor:.2f}")
print(f"fine-structure constant = {alpha:.9f}")
print(f"reference contact energy = {breit_cm(D_ref)/to_cm:.4e} hartree")
print(f"reference contact energy = {breit_cm(D_ref):.3f} cm^-1")
print("tests ok")
```

It prints:

```
Z = 2; D in bohr^-3, E in hartree, b in bohr^-1
largest cusp deviation, all cases: 2.4e-06 bohr^-1
b, I (bohr^3), D, E, D/D_ref, contact energy (cm^-1):
   0.0000 0.89712 0.08870 -2.85550 0.832 3.257
   0.1433 0.68083 0.11688 -2.87820 1.096 4.292
   0.5142 0.49603 0.16043 -2.85550 1.504 5.890
   1.0000 0.41164 0.19332 -2.82612 1.813 7.098
  10.0000 0.27339 0.29108 -2.75565 2.730 10.687
 100.0000 0.25248 0.31518 -2.75010 2.956 11.572
energy-optimal b = 0.1433 bohr^-1
partner of b=0 at equal energy: b = 0.5142 bohr^-1
D(partner)/D(b=0) = 1.809
D(b=100)/D(b=0) = 3.553
limit b->infinity: D = 0.31831 bohr^-3
chosen D (bohr^-3), A, E (hartree); w = 1 bohr, optimal b:
 0.01 -1.5408 -2.4776
 1.00 1.9226 -1.1770
narrow factor: A = 0.34657, C = 0.92243 bohr^2 hartree
w (bohr), D/D(optimal b), energy change (hartree):
 1e-01 1.998897 1.119e-02
 1e-02 1.999999 1.088e-03
 1e-03 2.000000 1.079e-04
 1e-04 2.000000 1.078e-05
leading energy cost of doubling the reference contact,
 w = 1e-4 bohr: 9.836e-06 hartree
Hylleraas order, terms, E (hartree), D (bohr^-3), e-e cusp:
 3  13 -2.903628 0.10854 0.4376
 5  34 -2.903716 0.10705 0.4709
 7  70 -2.903723 0.10663 0.4845
reference virial ratio -V/T = 2.000004
order-3 contact error: 1.79 percent
optimal-b contact error: 9.61 percent
singlet s1.s2 = -0.75, contact factor = 1.00
fine-structure constant = 0.007297353
reference contact energy = 1.7839e-05 hartree
reference contact energy = 3.915 cm^-1
tests ok
```
